# Why inverse-square repulsion makes heavy-ion ranges nearly linear in energy: verification in Python

```python
"""
Result under test: for the repulsion V = A/r^2 the nuclear stopping cross
section S = integral of T d(sigma) is independent of ion energy E, so ranges
are proportional to E. The m = 1/2 power cross section
    d(sigma) = C E^(-1/2) T^(-3/2) dT,  C = (pi^2 A/4) sqrt(M1/M2)
is its small-angle form and gives S = pi^2 A M1/(M1+M2).
Symbols: M1, M2 ion and target masses; T energy transfer; Tm = gamma E its
maximum; Ec centre-of-mass energy; b impact parameter; theta deflection in the
centre-of-mass frame; N target density. Hartree atomic units inside the
program; keV and nm in the printed implantation results.
A screened (ZBL universal) repulsion shows where real ions come close to this.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import minimize_scalar
from scipy.special import sici

HARTREE_KEV = const.value("Hartree energy in eV") / 1000
BOHR_NM = const.value("Bohr radius") * 1e9
AMU = const.value("atomic mass constant") / const.m_e

Z1, Z2, M1, M2 = 51, 14, 121.0, 28.0
density_nm3 = 50.0
gamma = 4 * M1 * M2 / (M1 + M2) ** 2
ion_fraction = M1 / (M1 + M2)
# converts a stopping cross section in hartree bohr^2 to keV/nm
to_kev_nm = HARTREE_KEV * BOHR_NM**2 * density_nm3

# ---------- classical scattering from the orbit integral ----------
nodes, weights = np.polynomial.legendre.leggauss(80)
beta = (nodes + 1) * np.pi / 4
beta_weights = weights * np.pi / 4
log_step = 0.08
b_grid = np.exp(np.arange(-8, 12, log_step))


def deflection(potential, ec, b):
    """Deflection angle and closest approach for a repulsive potential."""
    low, high = np.full(b.shape, -25.0), np.full(b.shape, 25.0)
    for _ in range(90):
        middle = (low + high) / 2
        r = np.exp(middle)
        forbidden = 1 - potential(r) / ec - (b / r) ** 2 < 0
        low = np.where(forbidden, middle, low)
        high = np.where(forbidden, high, middle)
    closest = np.exp(high)
    r = closest[:, None] / np.cos(beta)
    radial = 1 - potential(r) / ec - (b[:, None] / r) ** 2
    integral = np.sum(beta_weights * np.sin(beta) / np.sqrt(radial), axis=1)
    return np.pi - 2 * b / closest * integral, closest


def transfer_integral(potential, ec):
    """Integral of sin^2(theta/2) d(b^2), with its integrand and r_min."""
    theta, closest = deflection(potential, ec, b_grid)
    integrand = 2 * b_grid**2 * np.sin(theta / 2) ** 2
    return log_step * integrand.sum(), integrand, closest


# energy exponent of stopping for several inverse powers
exponents = {}
for s in (1.5, 2.0, 3.0):
    stop = [ec * transfer_integral(lambda r: r**-s, ec)[0] for ec in (1.0, 10.0)]
    exponents[s] = np.log10(stop[1] / stop[0])
    assert abs(exponents[s] - (1 - 2 / s)) < 1e-3

# closed deflection law for A/r^2
b_test = np.array([0.05, 0.3, 1.0, 4.0])
theta_test, _ = deflection(lambda r: 2 / r**2, 3.0, b_test)
theta_law = np.pi * (1 - b_test / np.sqrt(b_test**2 + 2 / 3))
assert np.allclose(theta_test, theta_law, atol=1e-7)

# exact constant of the inverse-square stopping
si_pi, si_2pi = sici(np.pi)[0], sici(2 * np.pi)[0]
I_exact = np.pi / 4 * (2 * si_pi - si_2pi) - 1
I_orbit = transfer_integral(lambda r: r**-2.0, 1.0)[0]
assert abs(I_orbit / I_exact - 1) < 1e-4

# ---------- ZBL universal repulsion, lengths in a, energies in Z1 Z2/a ----------
screen_c = (0.18175, 0.50986, 0.28022, 0.02817)
screen_d = (3.19980, 0.94229, 0.40290, 0.20162)
a_screen = 0.8854 / (Z1**0.23 + Z2**0.23)


def screening(x):
    return sum(c * np.exp(-d * x) for c, d in zip(screen_c, screen_d))


def zbl(x):
    return screening(x) / x


def steepness(x):
    slope = sum(c * d * np.exp(-d * x) for c, d in zip(screen_c, screen_d))
    return 1 + x * slope / screening(x)


touch = minimize_scalar(lambda x: -x * screening(x), bounds=(0.3, 6),
                        method="bounded", options={"xatol": 1e-8})
x_touch, peak = touch.x, -touch.fun
assert abs(steepness(x_touch) - 2) < 1e-4
A = Z1 * Z2 * a_screen * peak

# ---------- the m = 1/2 cross section against the exact one ----------
C = np.pi**2 * A / 4 * np.sqrt(M1 / M2)
S_power = np.pi**2 * A * ion_fraction
S_exact = 4 * np.pi * A * I_exact * ion_fraction
for e_kev in (50.0, 400.0):
    E = e_kev / HARTREE_KEV
    Ec = E * M2 / (M1 + M2)
    # T = y^2 removes the integrable endpoint singularity
    S_quad = quad(lambda y: y**2 * C * E**-0.5 * y**-3 * 2 * y,
                  0, np.sqrt(gamma * E))[0]
    assert abs(S_quad / S_power - 1) < 1e-8
    S_orbit = gamma * E * np.pi * transfer_integral(lambda r: A / r**2, Ec)[0]
    assert abs(S_orbit / S_exact - 1) < 1e-4
assert abs(S_power / S_exact - 1) < 0.02

E = 100 / HARTREE_KEV
Ec = E * M2 / (M1 + M2)


def area_above(T):
    """Exact cross section for transfers larger than T, from the orbit law."""
    y = 1 - 2 / np.pi * np.arcsin(np.sqrt(T / (gamma * E)))
    return np.pi * A / Ec * y**2 / (1 - y**2)


cross_ratio = {}
for tau in (0.001, 0.01, 0.1, 0.5, 0.99):
    T = tau * gamma * E
    h = 1e-4 * T
    exact_density = (area_above(T - h) - area_above(T + h)) / (2 * h)
    cross_ratio[tau] = C * E**-0.5 * T**-1.5 / exact_density
assert abs(cross_ratio[0.001] - 1) < 1e-3
assert all(abs(v - 1) < 0.04 for v in cross_ratio.values())

# ---------- projected range for the inverse-square potential ----------
def forward_loss(t):
    """1 - (1-t) cos(phi), with phi the laboratory deflection, t = T/E."""
    return 1 - np.sqrt(1 - t) * (1 - (1 + M2 / M1) * t / 2)


def collision_average(func, w_max):
    """Integral over w^2 = b^2 Ec/A of func(T/E), up to w_max."""
    def integrand(w):
        theta = np.pi * (1 - w / np.sqrt(1 + w * w))
        return 2 * w * func(gamma * np.sin(theta / 2) ** 2)
    edges = [0, 2, 10] + ([w_max] if w_max > 10 else [])
    return sum(quad(integrand, p, q, limit=200)[0]
               for p, q in zip(edges[:-1], edges[1:]))


ratio_exact = (collision_average(lambda t: t, 300)
               / collision_average(forward_loss, 300))
ratio_power = 2 * np.sqrt(gamma) / quad(
    lambda y: 2 * forward_loss(y * y) / y**2, 0, np.sqrt(gamma))[0]

# Monte Carlo slowing down; soft collisions beyond w = 10 are left out on
# both sides. Length unit: N pi A (M1+M2)/M2 = 1, initial energy 1.
rng = np.random.default_rng(7)
ions, w2_max, k = 10000, 100.0, M1 / M2
energy, cosine = np.ones(ions), np.ones(ions)
path, depth = np.zeros(ions), np.zeros(ions)
for _ in range(1500):
    step = rng.exponential(size=ions) * energy / w2_max
    path += step
    depth += step * cosine
    w2 = w2_max * rng.random(ions)
    cos_cm = np.cos(np.pi * (1 - np.sqrt(w2 / (1 + w2))))
    speed2 = 1 + 2 * k * cos_cm + k * k
    cos_lab = np.clip((cos_cm + k) / np.sqrt(speed2), -1, 1)
    energy *= speed2 / (1 + k) ** 2
    side = np.sqrt(np.maximum(0, (1 - cosine**2) * (1 - cos_lab**2)))
    turn = np.cos(2 * np.pi * rng.random(ions))
    cosine = np.clip(cosine * cos_lab + side * turn, -1, 1)
path_formula = 1 / collision_average(lambda t: t, 10)
depth_formula = 1 / collision_average(forward_loss, 10)
# tolerance: several standard errors of the mean for 10000 ions
assert abs(path.mean() / path_formula - 1) < 0.015
assert abs(depth.mean() / depth_formula - 1) < 0.015

# ---------- stopping and range with the ZBL repulsion ----------
eps_per_kev = a_screen * M2 / (Z1 * Z2 * (M1 + M2)) / HARTREE_KEV
stop_unit = 4 * np.pi * a_screen * Z1 * Z2 * ion_fraction * to_kev_nm


def reduced_stopping(eps):
    return eps * transfer_integral(zbl, eps)[0]


for eps in (0.03, 0.1, 0.3, 1.0, 3.0):
    fit = np.log(1 + 1.1383 * eps) / (
        2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * eps**0.5))
    # the published fit is itself only good to a few per cent
    assert abs(reduced_stopping(eps) / fit - 1) < 0.05

best = minimize_scalar(lambda q: -reduced_stopping(np.exp(q)),
                       bounds=(np.log(0.05), np.log(2)), method="bounded")
eps_max, s_max = np.exp(best.x), -best.fun
E_max = eps_max / eps_per_kev

local = []
for eps in (0.01, eps_max, 10.0):
    _, weight, closest = transfer_integral(zbl, eps)
    mean_power = np.average(steepness(np.minimum(closest, 100)), weights=weight)
    slope = np.log(reduced_stopping(eps * 1.05)
                   / reduced_stopping(eps / 1.05)) / (2 * np.log(1.05))
    local.append((eps, mean_power, slope))
assert local[0][1] > 2 and local[0][2] > 0
assert 1.7 < local[1][1] < 2.4 and abs(local[1][2]) < 0.01
assert local[2][1] < 2 and local[2][2] < 0

log_e = np.linspace(np.log(1e-3), np.log(1000), 61)
e_grid = np.exp(log_e)
nuclear = stop_unit * np.array([reduced_stopping(eps_per_kev * e) for e in e_grid])


def electronic(e_kev):
    """Lindhard-Scharff electronic stopping in keV/nm."""
    speed = np.sqrt(2 * e_kev / HARTREE_KEV / (M1 * AMU))
    return (8 * np.pi * Z1 ** (7 / 6) * Z2
            / (Z1 ** (2 / 3) + Z2 ** (2 / 3)) ** 1.5 * speed * to_kev_nm)


nuclear_at = CubicSpline(log_e, nuclear)
range_n = CubicSpline(log_e, e_grid / nuclear).antiderivative()
range_t = CubicSpline(log_e, e_grid / (nuclear + electronic(e_grid))).antiderivative()
plateau = nuclear_at(np.linspace(np.log(50), np.log(400), 40))
spread = (plateau.max() - plateau.min()) / plateau.max()
assert spread < 0.15
growth_n = np.log(range_n(np.log(400)) / range_n(np.log(50))) / np.log(8)
growth_t = np.log(range_t(np.log(400)) / range_t(np.log(50))) / np.log(8)
assert growth_t < growth_n
assert abs(s_max / (I_exact * peak) - 1) < 0.05

# ---------- printed results ----------
print(f"ion Z1 = {Z1}, M1 = {M1:.0f} u; target Z2 = {Z2}, M2 = {M2:.0f} u")
print(f"target density = {density_nm3:.0f} atoms/nm^3; gamma = {gamma:.4f}")
for s, value in exponents.items():
    print(f"V ~ r^-{s}: stopping exponent from orbits = {value:.4f}")
print(f"Si(pi) = {si_pi:.5f}, Si(2 pi) = {si_2pi:.5f}")
print(f"constant I: closed form {I_exact:.5f}, orbits {I_orbit:.5f}")
print(f"screening length a = {a_screen:.4f} bohr")
print(f"local exponent 2 at r/a = {x_touch:.3f}, r = {x_touch*a_screen:.4f} bohr")
print(f"maximum of (r/a)*screening = {peak:.4f}")
print(f"A = {A:.2f} hartree bohr^2")
print(f"C = {C:.1f} hartree bohr^2")
print(f"S, m=1/2 = {S_power:.1f} hartree bohr^2")
print(f"S, exact inverse square = {S_exact:.1f} hartree bohr^2")
print(f"S ratio, m=1/2 to exact = {S_power/S_exact:.4f}")
for tau, value in cross_ratio.items():
    print(f"T/Tm = {tau}: dsigma ratio, m=1/2 to exact = {value:.4f}")
print(f"N S, m=1/2 = {S_power*to_kev_nm:.3f} keV/nm")
print(f"N S, exact inverse square = {S_exact*to_kev_nm:.3f} keV/nm")
R_power = 100 / (S_power * to_kev_nm)
R_exact = 100 / (S_exact * to_kev_nm)
print(f"path at 100 keV: m=1/2 {R_power:.2f} nm, exact 1/r^2 {R_exact:.2f} nm")
print(f"Rp/R: m=1/2 {ratio_power:.4f}, exact 1/r^2 {ratio_exact:.4f}")
print(f"Rp at 100 keV: m=1/2 {R_power*ratio_power:.2f} nm, "
      f"exact 1/r^2 {R_exact*ratio_exact:.2f} nm")
print(f"Monte Carlo/formula: path {path.mean()/path_formula:.4f}, "
      f"projected {depth.mean()/depth_formula:.4f}")
print(f"reduced energy per keV = {eps_per_kev:.6f}")
print(f"ZBL maximum: reduced energy {eps_max:.3f}, E = {E_max:.0f} keV")
print(f"ZBL maximum N S_n = {s_max*stop_unit:.3f} keV/nm")
print(f"ZBL maximum / exact inverse-square S = {s_max/(I_exact*peak):.4f}")
for eps, power, slope in local:
    print(f"reduced energy {eps:.3f}: mean local exponent {power:.2f}, "
          f"dlnS/dlnE {slope:+.3f}")
print("E keV | N S_n, N S_e keV/nm | path nuclear only, with electronic nm")
for e in (25, 50, 100, 200, 400):
    q = np.log(e)
    print(f"{e:4d} | {nuclear_at(q):.3f}, {electronic(e):.3f} | "
          f"{range_n(q):.2f}, {range_t(q):.2f}")
print("paths above are counted down to 0.001 keV")
print(f"spread of S_n over 50-400 keV = {100*spread:.1f} % of its maximum")
print(f"mean range exponent 50-400 keV, nuclear only = {growth_n:.3f}")
print(f"mean range exponent 50-400 keV, with electronic = {growth_t:.3f}")
for lo, hi in ((50, 100), (100, 200), (200, 400)):
    slopes = [(f(np.log(hi)) - f(np.log(lo))) / (hi - lo) for f in (range_n, range_t)]
    print(f"slope {lo}-{hi} keV: nuclear only {slopes[0]:.4f}, "
          f"with electronic {slopes[1]:.4f} nm/keV")
print("done: every assertion held")
```

Printed output:

```
ion Z1 = 51, M1 = 121 u; target Z2 = 14, M2 = 28 u
target density = 50 atoms/nm^3; gamma = 0.6104
V ~ r^-1.5: stopping exponent from orbits = -0.3333
V ~ r^-2.0: stopping exponent from orbits = -0.0000
V ~ r^-3.0: stopping exponent from orbits = 0.3333
Si(pi) = 1.85194, Si(2 pi) = 1.41815
constant I: closed form 0.79520, orbits 0.79520
screening length a = 0.2057 bohr
local exponent 2 at r/a = 1.634, r = 0.3361 bohr
maximum of (r/a)*screening = 0.4504
A = 66.14 hartree bohr^2
C = 339.2 hartree bohr^2
S, m=1/2 = 530.1 hartree bohr^2
S, exact inverse square = 536.7 hartree bohr^2
S ratio, m=1/2 to exact = 0.9877
T/Tm = 0.001: dsigma ratio, m=1/2 to exact = 0.9999
T/Tm = 0.01: dsigma ratio, m=1/2 to exact = 0.9994
T/Tm = 0.1: dsigma ratio, m=1/2 to exact = 0.9951
T/Tm = 0.5: dsigma ratio, m=1/2 to exact = 0.9814
T/Tm = 0.99: dsigma ratio, m=1/2 to exact = 0.9692
N S, m=1/2 = 2.020 keV/nm
N S, exact inverse square = 2.045 keV/nm
path at 100 keV: m=1/2 49.51 nm, exact 1/r^2 48.90 nm
Rp/R: m=1/2 0.9280, exact 1/r^2 0.9283
Rp at 100 keV: m=1/2 45.95 nm, exact 1/r^2 45.40 nm
Monte Carlo/formula: path 0.9969, projected 0.9973
reduced energy per keV = 0.001989
ZBL maximum: reduced energy 0.312, E = 157 keV
ZBL maximum N S_n = 2.002 keV/nm
ZBL maximum / exact inverse-square S = 0.9789
reduced energy 0.010: mean local exponent 3.35, dlnS/dlnE +0.389
reduced energy 0.312: mean local exponent 2.08, dlnS/dlnE -0.000
reduced energy 10.000: mean local exponent 1.33, dlnS/dlnE -0.589
E keV | N S_n, N S_e keV/nm | path nuclear only, with electronic nm
  25 | 1.566, 0.139 | 25.88, 24.10
  50 | 1.810, 0.196 | 40.55, 37.46
 100 | 1.969, 0.278 | 66.77, 60.76
 200 | 1.992, 0.393 | 116.90, 103.63
 400 | 1.857, 0.556 | 220.61, 186.68
paths above are counted down to 0.001 keV
spread of S_n over 50-400 keV = 9.6 % of its maximum
mean range exponent 50-400 keV, nuclear only = 0.815
mean range exponent 50-400 keV, with electronic = 0.772
slope 50-100 keV: nuclear only 0.5243, with electronic 0.4661 nm/keV
slope 100-200 keV: nuclear only 0.5013, with electronic 0.4287 nm/keV
slope 200-400 keV: nuclear only 0.5185, with electronic 0.4153 nm/keV
done: every assertion held
```
